# The Langmuir isotherm from a grand partition function for independent sites

At low pressure, the number of precursor molecules held intact by a surface in equilibrium with a gas grows in proportion to the gas pressure. Continuing that proportionality upwards soon gives nonsense. For the model silane surface treated below, the low-pressure law is \(\theta\approx Kp\), where \(\theta\) is the mean fraction of occupied sites, \(p\) is the pressure and \(K=0.0903\ \mathrm{Pa^{-1}}\). At 100 Pa it predicts about nine molecules on every site, although a site has room for one. What is missing is the competition for sites. A grand partition function includes it from the start, and it also expresses \(K\) through properties of the molecule and of its adsorption geometry.

Consider \(M\) identical sites on a surface in equilibrium with a gas at temperature \(T\). Each site is either empty or holds one intact molecule. The energy of a molecule on its site does not depend on whether other sites are occupied. The surface exchanges energy and molecules with the gas, so a state with \(N\) adsorbed molecules and energy \(E\) has the weight \(e^{-\beta(E-\mu N)}\), with \(\beta=1/(k_BT)\) and \(\mu\) the chemical potential.

Energies are counted from a gas molecule at rest, without rotation and in its internal vibrational ground state. The internal vibrations are assumed to be unchanged by adsorption. They then multiply the partition functions of the gas molecule and of the adsorbed molecule by the same factor, which cancels from the coverage and is left out of both.

Take one site first. The empty state has \(N=0\) and \(E=0\), hence weight 1. The occupied site has many quantum states \(i\), with energies \(\varepsilon_i\), because the bound molecule can still vibrate against the surface. Summing all weights gives

\[
\xi=1+\sum_i e^{-\beta(\varepsilon_i-\mu)}
=1+q_s\lambda,\qquad
q_s=\sum_i e^{-\beta\varepsilon_i},\qquad
\lambda=e^{\beta\mu}.
\]

The sum stops after one molecule because double occupation is excluded. That exclusion will produce saturation.

For the whole surface, let \(s_j\) denote the state of site \(j\), empty or one of the occupied states. Energies and molecule numbers are sums over sites, so the weight of a configuration is a product \(w(s_1)w(s_2)\cdots w(s_M)\). Each site is summed over independently of the others:

\[
\Xi=\sum_{s_1}\cdots\sum_{s_M}w(s_1)\cdots w(s_M)
=\Big[\sum_s w(s)\Big]^M=(1+q_s\lambda)^M .
\]

There is no division by \(M!\), since sites are distinguished by their positions. Nor are the identical molecules overcounted: a configuration says which sites are occupied and in which states, not which molecule sits where. The binomial expansion

\[
\Xi=\sum_{N=0}^{M}\frac{M!}{N!(M-N)!}\,q_s^N\lambda^N
\]

shows the same counting: the binomial coefficient is the number of ways of choosing \(N\) occupied sites.

To obtain the mean number of adsorbed molecules, write \(\Xi=\sum_N Z_N\lambda^N\), where \(Z_N\) does not contain \(\lambda\). The operation \(\lambda\,\partial/\partial\lambda\) brings down a factor \(N\), so

\[
\langle N\rangle=\frac{1}{\Xi}\,\lambda\frac{\partial\Xi}{\partial\lambda}
=\lambda\frac{\partial\ln\Xi}{\partial\lambda}
=M\frac{q_s\lambda}{1+q_s\lambda},
\]

and the coverage is

\[
\theta=\frac{\langle N\rangle}{M}=\frac{q_s\lambda}{1+q_s\lambda}.
\]

Applying the operation once more gives the fluctuations. Differentiating the quotient \(\Xi^{-1}\lambda\,\partial\Xi/\partial\lambda\) produces \(\langle N^2\rangle-\langle N\rangle^2\), and therefore

\[
\operatorname{Var}N=\lambda\frac{\partial\langle N\rangle}{\partial\lambda}
=M\frac{q_s\lambda}{(1+q_s\lambda)^2}=M\theta(1-\theta).
\]

This is the variance of \(M\) independent yes-or-no events, each with probability \(\theta\). It is largest at half coverage. These results were tested by listing all configurations of five sites with three internal states each.

The coverage is still expressed through \(\lambda\), while an experiment sets the pressure. The gas supplies the connection. A molecule of mass \(m\) in a cubic box of side \(L\) has, for each direction, the levels \(\pi^2\hbar^2n^2/(2mL^2)\) with \(n=1,2,\ldots\) In a large box the levels are dense compared with \(k_BT\), and the sum becomes a Gaussian integral:

\[
\sum_{n=1}^{\infty}e^{-an^2}\approx\int_0^\infty e^{-an^2}dn=\frac12\sqrt{\frac{\pi}{a}},
\qquad a=\frac{\pi^2\hbar^2}{2mL^2k_BT}.
\]

Inserting \(a\) gives

\[
\frac12\sqrt{\frac{2mL^2k_BT}{\pi\hbar^2}}
=L\sqrt{\frac{mk_BT}{2\pi\hbar^2}}=\frac{L}{\Lambda},
\qquad
\Lambda=\sqrt{\frac{2\pi\hbar^2}{mk_BT}} .
\]

Three directions give \(V/\Lambda^3\), with \(V=L^3\). With the rotational partition function \(q_{\rm rot}\), one gas molecule has \(q_g=Vq_{\rm rot}/\Lambda^3\).

Gas molecules are not tied to distinguishable places, so for \(N_g\) of them the partition function is \(q_g^{N_g}/N_g!\). This holds when a quantum state is very rarely occupied twice, that is, for \(\lambda\ll1\). The free energy is \(F=-k_BT\ln(q_g^{N_g}/N_g!)\), and adding one molecule costs

\[
\mu=F(N_g+1)-F(N_g)=-k_BT\ln\frac{q_g}{N_g+1}
\approx k_BT\ln\frac{N_g}{q_g}.
\]

Hence \(\lambda=N_g/q_g\). Since \(q_g\) is proportional to \(V\), the pressure is \(p=-\partial F/\partial V=N_gk_BT/V\), and \(N_g/V\) can be replaced by \(p/(k_BT)\):

\[
\lambda=\frac{N_g\Lambda^3}{Vq_{\rm rot}}
=\frac{p\Lambda^3}{k_BT\,q_{\rm rot}} .
\]

Substituting this into the coverage yields the Langmuir isotherm,

\[
\boxed{\;\theta=\frac{Kp}{1+Kp},\qquad
K=\frac{q_s\Lambda^3}{k_BT\,q_{\rm rot}}\;}
\]

The constant \(K\) depends on temperature but not on pressure. For \(Kp\ll1\) the denominator is close to 1 and \(\theta\approx Kp\): molecules seldom meet an occupied site. For \(Kp\gg1\) it is better to look at the empty fraction,

\[
1-\theta=\frac{1}{1+Kp}\approx\frac{1}{Kp},
\]

which falls in inverse proportion to the pressure. The two regimes meet at \(Kp=1\), where half the sites are filled, so the half-coverage pressure is

\[
p_{1/2}=\frac1K=\frac{k_BT}{\Lambda^3}\,\frac{q_{\rm rot}}{q_s}.
\]

The factors in the numerator measure the freedom a molecule has in the gas. The factor \(q_s\) measures what it has on a site, including the gain from binding.

The adsorption geometry enters through \(q_s\). A free rigid molecule has three translations and three rotations. On a site, all six become bounded motions: one vibration normal to the surface, two in its plane, and three librations, which are rocking or twisting motions about a preferred orientation. Let the bottom of the well lie at \(-D\), with \(D>0\), and treat the motions as independent harmonic vibrations with angular frequencies \(\omega_j\). One such vibration contributes a geometric series,

\[
\sum_{n=0}^{\infty}e^{-\beta\hbar\omega_j(n+1/2)}
=\frac{e^{-\beta\hbar\omega_j/2}}{1-e^{-\beta\hbar\omega_j}}
=\frac{1}{2\sinh(\beta\hbar\omega_j/2)} .
\]

The last step multiplies numerator and denominator by \(e^{\beta\hbar\omega_j/2}\). Therefore

\[
q_s=g\,e^{\beta D}\prod_{j=1}^{6}\frac{1}{2\sinh(\beta\hbar\omega_j/2)} .
\]

The zero-point energies are contained in the product and must not also be subtracted from \(D\). The integer \(g\) counts physically distinct orientations on one site, taken to have equal depths and frequencies and to be well separated.

Identical atoms need care here. Silane, SiH4, is a tetrahedron, and 12 rotations, counting the one that does nothing, carry it into itself with its hydrogen atoms exchanged. If the hydrogens carried labels, each physical orientation would be counted 12 times. Suppose one Si–H bond points away from the surface and the site has threefold symmetry with one preferred twist. With labels there are four choices for the upper hydrogen and three equivalent twists, making 12 wells. Division by 12 leaves \(g=1\).

The free molecule needs the same division. Its moment of inertia is the same about every axis. With the silicon at the centre and bond length \(r\), the squared distances of the four hydrogens from the three coordinate axes add up to \(2\times4r^2\), so each axis has \(I=\tfrac83m_Hr^2\). The rotational levels are \(BJ(J+1)\), with \(B=\hbar^2/(2I)\) and degeneracy \((2J+1)^2\). Put \(b=B/(k_BT)\) and use \(J(J+1)=(J+\tfrac12)^2-\tfrac14\). The summand is unchanged when \(J\) is replaced by \(-J-1\), so the sum over \(J\ge0\) is half the sum over all integers. For small \(b\) that sum becomes an integral over \(x=J+\tfrac12\):

\[
\sum_{J=0}^{\infty}(2J+1)^2e^{-bJ(J+1)}
\approx\frac{e^{b/4}}{2}\int_{-\infty}^{\infty}4x^2e^{-bx^2}dx
=\sqrt\pi\,b^{-3/2}e^{b/4},
\]

because \(\int x^2e^{-bx^2}dx=\sqrt\pi/(2b^{3/2})\). Division by 12 gives

\[
q_{\rm rot}=\frac{\sqrt\pi}{12}\left(\frac{k_BT}{B}\right)^{3/2}e^{B/(4k_BT)} .
\]

At low temperature the uniform division by 12 would fail, because proton spin statistics give different weights to different rotational levels. At the temperature used here, a sum over the spin-allowed levels, divided by the 16 proton spin states, agrees with the formula to the printed digits. The factor 16 also belongs to the adsorbed molecule, when tunnelling between its equivalent wells is neglected, and cancels.

For a worked example, take intact silane on a cold, unreactive model surface at \(T=150\) K and \(p=10\) Pa. The molecule supplies its mass, 58546 electron masses from isotope-averaged atomic weights (58347 for pure ²⁸Si¹H₄, which would lower the half-coverage pressure by about 0.5 %), and its bond length, 2.788 bohr. The latter comes from a restricted Hartree–Fock calculation in the 6-31G* basis, which omits electron correlation and vibrational averaging and is not converged in the basis: the larger cc-pVTZ basis lengthens the bond by about 0.006 bohr and raises \(q_{\rm rot}\) and the half-coverage pressure by about 0.6 %. The surface is described by chosen round parameters: \(D=0.0120\) hartree, \(g=1\), translational quanta of 0.0004, 0.0002 and 0.0002 hartree, and librational quanta of 0.0006, 0.0006 and 0.0004 hartree, the last for the twist about the surface normal.

With \(k_BT=4.750\times10^{-4}\) hartree, the thermal wavelength is \(\Lambda=0.4753\) bohr and \(k_BT/\Lambda^3=4.423\times10^{-3}\) hartree/bohr³. The rotational constant is \(B=1.313\times10^{-5}\) hartree, so \(k_BT/B=36.2\) and \(q_{\rm rot}=32.36\). On the surface, the quanta of 0.0002, 0.0004 and 0.0006 hartree contribute factors of 2.358, 1.153 and 0.741. Each occurs twice, and their product is 4.063. The well contributes \(e^{D/(k_BT)}=9.357\times10^{10}\), whence

\[
q_s=9.357\times10^{10}\times4.063=3.802\times10^{11}.
\]

The half-coverage pressure follows:

\[
p_{1/2}=\frac{4.423\times10^{-3}\times32.36}{3.802\times10^{11}}
=3.765\times10^{-13}\ \frac{\text{hartree}}{\text{bohr}^3}
=11.08\ \mathrm{Pa}.
\]

At 10 Pa, \(Kp=0.9028\), and \(\theta=0.9028/1.9028=0.474\). Slightly less than half the sites are occupied. The activity is \(\lambda=2.37\times10^{-12}\), so the condition \(\lambda\ll1\) for the gas is amply met. Binding compensates for this tiny number: \(q_s\lambda=0.903\).

Raising the pressure tenfold to 100 Pa increases the coverage to 0.900, less than a doubling. At 1000 Pa it is 0.989, and the empty fraction of 0.011 agrees with \(1/(Kp)\). At 0.1 Pa the coverage is 0.0089, close to the linear value 0.0090.

These digits describe the model, not a real surface. Increasing \(D\) by 0.001 hartree multiplies \(K\) by \(e^{0.001/0.000475}\approx8\), so a quantitative prediction would require a very accurate adsorption energy.

Temperature acts strongly for the same reason. The half-coverage pressure rises from 0.324 Pa at 130 K to 161 Pa at 170 K, a factor of about 500. The factor \(e^{-D/(k_BT)}\) alone would give about 950. The other factors reduce this, and their direction can be read from the classical limit \(\hbar\omega_j\ll k_BT\). There each vibration contributes \(k_BT/(\hbar\omega_j)\), so the six together grow as \(T^6\). In the gas, \(k_BT/\Lambda^3\) grows as \(T^{5/2}\) and \(q_{\rm rot}\) nearly as \(T^{3/2}\), together \(T^4\). Apart from the exponential, \(p_{1/2}\) then varies as \(T^{-2}\), which multiplies the ratio by \((130/170)^2=0.58\). The full formula gives a factor of about 0.52, because the vibrational quanta are not small compared with \(k_BT\).

If the site offered \(g=2\) distinct orientations with everything else unchanged, \(q_s\) and \(K\) would double. The half-coverage pressure would fall to 5.54 Pa and the coverage at 10 Pa would rise to 0.644. The coverage does not double, since the added orientations still compete for the same sites.

The harmonic treatment of the twist can be examined through its thermal amplitude. In a harmonic vibration half the mean energy is potential energy, so \(\tfrac12I\omega^2\langle\phi^2\rangle=\tfrac14\hbar\omega\coth(\beta\hbar\omega/2)\), or

\[
\langle\phi^2\rangle=\frac{\hbar}{2I\omega}\coth\frac{\beta\hbar\omega}{2}.
\]

The root-mean-square angle is 16.5°, well inside the 60° from a minimum to the midpoint between neighbouring wells. This supports the picture of separate wells but does not make it accurate. If the twist potential were \(\tfrac12V_0(1-\cos3\phi)\), its curvature \(\tfrac92V_0\) would equal \(I\omega^2\). With \(I=38078\ m_e\,\text{bohr}^2\), the barrier \(V_0\) would be about 0.00135 hartree, less than three times \(k_BT\). For this potential the quantum levels raise the twist factor in \(q_s\) from 1.153 to 1.324, about 15 %, and the root-mean-square angle to 21°, so anharmonic corrections matter. They would change \(K\), but not the form of the isotherm, which requires no harmonic motion.

The isotherm can also be reached without a chemical potential. Let \(10^6\) molecules be shared between 200 sites and a closed gas box, sized so that all of them in the gas would exert 10 Pa. The number of adsorbed molecules then follows from the canonical weights alone. The resulting coverage is 0.4744, against 0.4745 from the isotherm at 10 Pa. About 95 molecules have left the gas, lowering its pressure by roughly one part in \(10^4\) and the coverage by about \(2\times10^{-5}\), enough to change the rounded last digit. In tests with one tenth, one and ten times this number of molecules, the coverage agreed with the isotherm at the remaining gas pressure to within \(2\times10^{-5}\).

The form of the curve also rests on the independence of the sites. Suppose each pair of occupied neighbouring sites costs an energy \(w\), and let \(P\) be the number of such pairs. Differentiating the weights \(e^{-\beta wP}\) at fixed \(\lambda\) gives

\[
\frac{\partial\langle N\rangle}{\partial w}
=-\beta\big(\langle NP\rangle-\langle N\rangle\langle P\rangle\big).
\]

At \(w=0\) the sites are independent. With \(n_i=0\) or 1 the occupation of site \(i\), a pair \(n_in_j\) correlates only with \(n_i\) and \(n_j\), and since \(n_i^2=n_i\) it contributes \(2(\theta^2-\theta^3)\) to the bracket. On a ring there is one pair per site, so

\[
\left.\frac{\partial\theta}{\partial w}\right|_{w=0}=-2\beta\theta^2(1-\theta)<0 .
\]

Weak repulsion therefore lowers the coverage and weak attraction raises it. The effect need not be small. On a ring of ten sites at the same \(Kp=0.903\), a repulsion of 0.0005 hartree, close to \(k_BT\), reduces the coverage from 0.47 to 0.33, while an attraction of the same size raises it to 0.82. The grand partition function still describes such a surface, but it is no longer the \(M\)th power of a one-site sum.

The other conditions can be read from \(\xi=1+q_s\lambda\). A second layer would add terms in higher powers of \(\lambda\). Sites of different kinds would have different \(q_s\), and the total coverage would be an average of Langmuir curves with different \(K\). A precursor that breaks up into fragments on several sites is not described by a choice between an empty site and one intact molecule. Finally, the surface must have had time to reach equilibrium with the gas, since the derivation says nothing about how fast the sites fill. The numerical output lists the main values used here.

## Calculated quantities

```
SiH4, RHF/6-31G* bond length, model surface
Si-H bond length            2.788 bohr
molecular mass              58545.7 electron masses
moment of inertia           38078 m_e bohr^2
rotational constant B       1.3131e-05 hartree
temperature                 150 K
kT                          4.7502e-04 hartree
well depth D                0.0120 hartree
translational quanta        [0.0004, 0.0002, 0.0002] hartree
librational quanta          [0.0006, 0.0006, 0.0004] hartree
external zero-point energy  0.0012 hartree
rms twist angle             16.5 degrees
thermal wavelength          0.4753 bohr
kT/Lambda^3                 4.4234e-03 hartree/bohr^3
q_rot formula               32.361
q_rot spin-allowed levels   32.361
exp(D/kT)                   9.3572e+10
six-mode factor of q_site   4.0634
q_site                      3.8022e+11
applied pressure            10.0 Pa
chemical potential mu       -0.012715 hartree
activity exp(mu/kT)         2.3745e-12
K                           0.09028 1/Pa
half-coverage pressure      3.7648e-13 hartree/bohr^3
half-coverage pressure      11.076 Pa
K p                         0.9028
coverage theta              0.4745
Var N per site              0.2493
theta at    0.1 Pa          0.0089
theta at    1.0 Pa          0.0828
theta at   10.0 Pa          0.4745
theta at  100.0 Pa          0.9003
theta at 1000.0 Pa          0.9890
half-coverage p at 130 K    0.3239 Pa
half-coverage p at 150 K    11.08 Pa
half-coverage p at 170 K    160.9 Pa
g = 2: half-coverage p      5.538 Pa
g = 2: theta at 10 Pa       0.6436
reservoir: sites            200
reservoir: molecules        1000000
reservoir: theta            0.4744
ring pair energy size       0.0005 hartree
ring theta, repulsion       0.3305
ring theta, attraction      0.8204
```
